Thiele's equation and the deflection angle of a rigid skyrmion

**1. The case without damping**

A magnetic film of thickness t and saturation magnetization Ms has the magnetization Ms m(x, y, time), with m a unit vector that does not vary through the thickness. Without damping, m precesses about the effective field B:

ṁ = −γ m×B,  B = −(1/(Ms t)) δE/δm.

Here γ > 0, and E is the energy of the film, a functional of m over the plane. The energy changes at the rate

dE/dtime = ∫ (δE/δm)·ṁ d²r = −Ms t ∫ B·ṁ d²r = γ Ms t ∫ B·(m×B) d²r = 0,

because m×B is perpendicular to B.

Suppose that a skyrmion moves through this film without changing shape, and let R be its position. Its energy is then a function E(R), and the force on it is F = −∂E/∂R. With V = dR/dtime, conservation of energy reads

0 = dE/dtime = −F·V.

An undamped rigid skyrmion that moves under a force therefore moves at right angles to it, along a line of constant energy. Energy conservation leaves open to which side it goes and how fast. The topological charge settles both, and damping turns the velocity toward the force.

**2. Equation of motion and definitions**

With Gilbert damping α > 0 the equation of motion is

ṁ = −γ m×B + α m×ṁ.  (1)

The film is taken as uniform and unbounded, at zero temperature, without pinning or edges. Far from the skyrmion m is a uniform background, +ẑ or −ẑ, approached fast enough for the integrals below to converge. The skyrmion is rigid:

m(r, time) = m0(r − R(time)).

The chain rule gives, with a sum over repeated indices i, j = x, y,

ṁ = −V_j ∂_j m,  ∂m/∂R_i = −∂_i m.  (2)

Two integrals over the texture will appear, the topological charge and the dissipation tensor:

Q = (1/4π) ∫ m·(∂_x m×∂_y m) d²r,
𝒟_ij = ∫ ∂_i m·∂_j m d²r.

Both are dimensionless. The sign of Q belongs to this definition, with x, y, z right-handed.

**3. Derivation**

Take the cross product of m with equation (1). The identity a×(b×c) = b(a·c) − c(a·b) and m·m = 1 give

m×(m×B) = m(m·B) − B.

Since m keeps unit length, m·ṁ = 0, and the same identity gives m×(m×ṁ) = −ṁ. Hence

m×ṁ = γ[B − m(m·B)] − αṁ.  (3)

Now take the dot product with ∂_i m. Unit length also means m·∂_i m = 0, so the term along m drops out:

∂_i m·(m×ṁ) = γ B·∂_i m − α ∂_i m·ṁ.  (4)

Insert ṁ = −V_j ∂_j m. On the left, a cyclic permutation of the triple product and one exchange of factors give

∂_i m·(m×∂_j m) = m·(∂_j m×∂_i m) = −m·(∂_i m×∂_j m).

This minus sign cancels the one from ṁ, and equation (4) becomes

V_j m·(∂_i m×∂_j m) = γ B·∂_i m + α V_j ∂_i m·∂_j m.  (5)

Integrate (5) over the plane. The triple product on the left is antisymmetric in i and j, so its integral is 4πQ ε_ij, with ε_xy = 1 = −ε_yx. The field term is a force, because by (2)

∂E/∂R_i = ∫ (δE/δm)·(∂m/∂R_i) d²r = ∫ (−Ms t B)·(−∂_i m) d²r = Ms t ∫ B·∂_i m d²r,

and therefore Ms t ∫ B·∂_i m d²r = −F_i. Multiply the integrated equation by

η = Ms t/γ

to obtain

4πQη ε_ij V_j = −F_i + αη 𝒟_ij V_j.

The components of ε_ij V_j are (V_y, −V_x), which is −ẑ×V. Solving for F gives Thiele's equation:

F = αη 𝒟V + 4πQη ẑ×V.  (6)

The first term is a drag. The second, the gyrotropic term, is perpendicular to the velocity. Exchange, chiral exchange and anisotropy of a uniform film have an energy that does not depend on R, so they add nothing to F. They act through the shape m0, on which both 𝒟 and the external force depend.

**4. What rigidity costs**

A real skyrmion deforms when it is driven. Write m = m0(r − R) + m1, where m0 is the static profile and m1 is of first order in the force. Equation (4) did not use rigidity, so it holds for the full m.

After the transients have decayed, m1 changes in time only because the skyrmion moves through the external potential. Its rate of change, apart from the common translation, is a product of V and a first-order quantity, hence of second order. The same is true of V_j ∂_j m1. To first order, ṁ = −V_j ∂_j m0.

In the field term, the internal energy is unchanged when the whole deformed texture is translated, so its contribution vanishes for the full m. The external field is itself of first order and may be evaluated with m0. Equation (6) with the static profile thus gives the velocity to first order in the force.

This requires a weak force, a displacement over which the local field changes little, and a skyrmion that is stable against deformation. Equation (6) does not describe the transient after a sudden change of force, in which internal modes are excited.

**5. Charge and dissipation of a round skyrmion**

Let θ(r) be the polar angle of m, and let its azimuth be Φ = wφ + constant, where φ is the polar angle in the plane and w an integer. Then

m = (sinθ cosΦ, sinθ sinΦ, cosθ).

Let e_θ and e_Φ be the unit vectors of increasing θ and Φ on the sphere of m, for which m·(e_θ×e_Φ) = 1. The derivatives are

∂_r m = θ′ e_θ,  ∂_φ m = w sinθ e_Φ.

Changing from Cartesian to polar derivatives divides the triple product by r:

m·(∂_x m×∂_y m) = (1/r) m·(∂_r m×∂_φ m) = w sinθ θ′/r.

With d²r = r dr dφ this integrates to

Q = (w/2) ∫ sinθ θ′ dr = (w/2)[cosθ(0) − cosθ(∞)].  (7)

The charge depends on the end values and the winding, not on radius or wall shape. A skyrmion with w = 1, core down and background up has Q = −1. Reversing every spin gives Q = +1, as does an antiskyrmion, w = −1, with core down.

For the dissipation tensor use ∂_x = cosφ ∂_r − (sinφ/r) ∂_φ and ∂_y = sinφ ∂_r + (cosφ/r) ∂_φ. Since e_θ and e_Φ are perpendicular,

∂_x m·∂_x m = cos²φ θ′² + sin²φ w² sin²θ/r²,
∂_x m·∂_y m = sinφ cosφ (θ′² − w² sin²θ/r²).

The second expression integrates to zero over φ. In the first, cos²φ and sin²φ each integrate to π, and the yy component gives the same result. Thus 𝒟_ij = D δ_ij with

D = π ∫ (θ′² + w² sin²θ/r²) r dr.  (8)

**6. The angle and the speed**

For a round skyrmion write a = αηD and g = 4πQη, so that F = aV + g ẑ×V. Apply ẑ× to this equation and use ẑ×(ẑ×V) = −V for a vector in the plane:

ẑ×F = a ẑ×V − gV.

Multiply the first equation by a, the second by g, and subtract. The terms in ẑ×V cancel:

V = (aF − g ẑ×F)/(a² + g²).  (9)

The component along F is proportional to a, and the component along ẑ×F, which is F turned counterclockwise by 90°, is proportional to −g. The two are perpendicular, so the squared numerator is (a² + g²)F². The signed angle from F to V, counterclockwise positive, and the speed are

Θ = −atan2(4πQ, αD),  (10)
|V| = |F| / (η √((4πQ)² + (αD)²)).  (11)

In magnitude, tan|Θ| = 4π|Q|/(αD). The sign of Q selects the side: a skyrmion with Q = −1 is deflected counterclockwise from the force, one with Q = +1 clockwise. The magnitude is set by the ratio of charge to damping times dissipation integral. Neither Ms, t nor γ enters the angle directly.

For α → 0 with Q ≠ 0 the angle tends to 90° and the speed to |F|/(4π|Q|η), which completes the case of section 1. For αD ≫ 4π|Q| the velocity turns into the direction of the force and the speed falls as |F|/(αηD).

Up to a point, damping helps the motion along the force. By (9) that component is |F| a/(a² + g²). Its derivative with respect to a has the sign of g² − a², so it is largest at a = |g|, where the angle is 45° and the component is |F|/(2|g|). With less damping the skyrmion is faster but slides sideways.

**7. Energy balance and an upper limit to the angle**

Take the dot product of (3) with ṁ. The left side vanishes, as does m·ṁ, which leaves γB·ṁ = α|ṁ|². Hence

dE/dtime = −Ms t ∫ B·ṁ d²r = −αη ∫ |ṁ|² d²r.

For rigid motion of a round skyrmion ∫|ṁ|² d²r = D V², while (6) gives F·V = αηD V², since the gyrotropic term does no work. The power supplied by the force equals the power dissipated. It cannot be negative, so |Θ| does not exceed 90°.

A sharper limit follows from two inequalities:

|∂_x m|² + |∂_y m|² ≥ 2|∂_x m||∂_y m| ≥ 2|m·(∂_x m×∂_y m)|.

For a round skyrmion the left side integrates to 2D, and the right side to at least 8π|Q|. Therefore

D ≥ 4π|Q|,  tan|Θ| ≤ 1/α for Q ≠ 0.  (12)

The limit on the angle holds for round skyrmions. A texture that is not round has a drag that depends on the direction of motion. If it is stretched so far that one diagonal component of 𝒟 falls below 4π|Q|, it exceeds the limit for some directions of the force. Elongation alone need not do this.

The lower limit of D is attained by a simple profile. For w = 1 and θ = 2 arctan(Rs/r), both θ′² and sin²θ/r² equal 4Rs²/(r² + Rs²)², and (8) gives

D = 8π Rs² ∫ r dr/(r² + Rs²)² = 8π Rs² · 1/(2Rs²) = 4π.

This profile approaches the background only as 1/r, too slowly for the force integral (14) of section 10 to converge. It marks the limit of D, but it is not a skyrmion to which the force formula of that section applies.

**8. Large skyrmions**

A skyrmion whose radius Rs is well above its wall width Δ is a uniform disc bounded by a wall. Near the wall,

θ = 2 arctan(exp((Rs − r)/Δ)),  θ′ = −sinθ/Δ,  sinθ = sech((r − Rs)/Δ).

The integral of sech²((r − Rs)/Δ) over r is 2Δ. In (8) the factors r and 1/r may be replaced by Rs and 1/Rs to leading order, so the two terms become 2Rs/Δ and 2Δ/Rs. For |w| = 1,

D ≈ 2π(Rs/Δ + Δ/Rs),
tan|Θ| ≈ 2/[α(Rs/Δ + Δ/Rs)].  (13)

The charge stays fixed while the drag grows with the length of the wall, so at fixed α and Δ a larger skyrmion is deflected less.

To see where (13) becomes usable, take a profile that is also smooth at the centre, θ = 2 arctan[sinh(Rs/Δ)/sinh(r/Δ)], and integrate (8) by numerical quadrature. With α = 0.3:

Rs/Δ = 2: D/4π = 1.339, from (13) 1.250, |Θ| = 68.1°
Rs/Δ = 4: D/4π = 2.137, from (13) 2.125, |Θ| = 57.3°
Rs/Δ = 8: D/4π = 4.063, from (13) 4.063, |Θ| = 39.4°
Rs/Δ = 16: D/4π = 8.031, from (13) 8.031, |Θ| = 22.5°

The angles use the quadrature values. At Rs/Δ = 2 the wall formula is 7% below the integral; at 4 it is within 1%.

**9. Zero charge**

Let θ run from 2π at the centre to 0 far away. Core and background then point the same way, and (7) gives Q = 0. Equation (6) reduces to F = αηD V: the velocity is parallel to the force for every α > 0 at which the texture stays nearly rigid. Whether a given film holds such a texture is a separate question.

The density w sinθ θ′/r has opposite signs in the inner and the outer part of this texture. Their gyrotropic forces cancel in the sum but pull the two parts to opposite sides. The result therefore needs a texture stiff enough to hold together. As α → 0 the predicted speed grows without limit, and the assumption of small deformation fails.

**10. Force of a field gradient**

Let an external field B_z = bx act on the skyrmion. The energy of the uniform background is subtracted, since it does not depend on R:

U(R) = −Ms t b ∫ x [m0_z(r − R) − m_bg] d²r,

where m_bg = ±1 is the background value of m_z. Shifting the integration variable by R replaces x by x + R_x, so

F_x = −∂U/∂R_x = Ms t b ∫ (m_z − m_bg) d²r.  (14)

With background up the integral is negative, and the force points toward lower field.

**11. Worked example**

The model film has Ms = 600 kA/m and t = 1 nm. Its energy per volume is

A|∇m|² + C[m_z ∇·m − (m·∇)m_z] − K m_z²,

with exchange A = 10 pJ/m, chiral exchange C = 2 mJ/m² and anisotropy K = 0.4 MJ/m³. These are round model parameters. Dipolar fields enter only as a local contribution to K. Their nonlocal part, left out here, would raise the radius found below from 6.9 to about 7.5 nm and the force by about 14%, and lower the angle at α = 0.3 by about 0.7°.

A skyrmion with core down was relaxed on a periodic grid of 44 × 44 cells of 1.5 nm, by moving each spin along the part of B perpendicular to it until the torque vanished. The values given here belong to this grid. In the limit of small cells the radius becomes 7.0 nm and D becomes 15.67, the force and the speeds computed below grow by about 3% (to 119.5 fN and, for α = 0.3, 2.61 m/s), and the angle at α = 0.3 falls by about 0.1°. The radius at m_z = 0 is 6.9 nm. Derivatives taken by Fourier transform and summed over the grid give Q = −1.000 and D = 15.61, or D/4π = 1.242. This is 24% above the lower limit in (12), so the deflection stays below its largest possible value, by 1° to 6° in the runs below.

With the free-electron value γ = 1.7609 × 10¹¹ rad/(s T),

η = (6 × 10⁵ A/m)(10⁻⁹ m)/γ = 3.407 fN s/m,
4πη = 42.82 fN s/m.

The field gradient is b = 0.5 mT/nm, and the integral in (14) is −385.8 nm². In SI units,

F_x = (6 × 10⁵)(10⁻⁹)(5 × 10⁵)(−385.8 × 10⁻¹⁸) N = −115.7 fN.

For α = 0.3 the drag coefficient is αηD = 0.3 × 3.407 × 15.61 = 15.96 fN s/m. Equations (10) and (11) give

Θ = +arctan(42.82/15.96) = +69.6°,
|V| = 115.7/√(42.82² + 15.96²) = 2.53 m/s.

The force points along −x, and a counterclockwise turn of 69.6° from there leads toward −y.

For comparison, equation (1) was integrated for all spins of the same grid, with no rigidity imposed, by a fourth-order Runge–Kutta method with steps of 0.1 ps. The gradient was switched on smoothly over 80 ps. After another 80 ps the velocity was measured over 100 ps from the centre of the skyrmion, defined as the mean position weighted with m_z − m_bg. For Q = −1:

α = 0.1: spins 2.683 m/s at 82.9°; Thiele 2.682 m/s at 82.9°
α = 0.3: spins 2.534 m/s at 69.6°; Thiele 2.533 m/s at 69.6°
α = 1.0: spins 1.696 m/s at 38.8°; Thiele 1.695 m/s at 38.8°

The speeds agree to about 0.1%. The limits arctan(1/α) are 84.3°, 73.3° and 45.0°, and the angles lie below them. The speed along the force rises from 0.33 to 0.89 and 1.32 m/s although the total speed falls. By section 6 it would be largest at α = 4π/D = 1/1.242 = 0.81, with the value 115.7/(2 × 42.82) = 1.35 m/s.

The static profile, shifted to the final centre, differs from the moving one by a vector of length at most 0.004 in any cell, for spins of length 1. Rigidity is a good approximation at this force and over the distance covered, which is at most about 0.6 nm, less than one cell. The runs test the velocity, not a long path. For α = 0.3 the force supplies 115.7 fN × 0.885 m/s = 102.4 fW, and αη∫|ṁ|² d²r, summed over the grid at the end of the run, is 102.5 fW.

With every spin reversed and α = 0.3, the charge is +1 and the force points along +x. The computed velocity changes from (−0.885, −2.375) to (+0.885, −2.375) m/s. The longitudinal part follows the force. The transverse part, −g ẑ×F in (9), keeps its sign because both g and F have changed theirs. The angle measured from the force is now −69.6°.

**12. Notes for implementation**

A spin code needs equation (1) solved for ṁ. Cross (1) with m, as in section 3, to get m×ṁ = −γ m×(m×B) − αṁ, and put this into the damping term of (1). Collecting ṁ gives

ṁ = −[γ/(1 + α²)] [m×B + α m×(m×B)].

A code that writes the precession with the opposite sign, or defines Q with the opposite orientation, needs the corresponding sign change in (10).

For a texture that is not round, 𝒟 can have unequal diagonal or nonzero off-diagonal components, and (10) then does not apply. Solve the two linear equations (6) instead:

F_x = η[α𝒟_xx V_x + (α𝒟_xy − 4πQ)V_y],
F_y = η[(α𝒟_xy + 4πQ)V_x + α𝒟_yy V_y].

The angle then depends on the direction of the force.

The force in (6) is the total force on the skyrmion. Near an edge or a defect the energy of the film itself depends on R, and the negative of its gradient must be included in F. The angle measured from the applied force alone can then differ from (10), even if the skyrmion stays rigid. Pinning forces do not scale with the drive, so in a film with defects that angle also depends on the strength of the drive. Torques exerted by an electric current are not contained in (1); they add terms of their own to (6).
